Coherent Bloch Phonons and the Thickness Dependence of Superlattice Heat Conductance

**Result and its conditions**

Let a superlattice have N identical periods of length d, thickness L = Nd and cross-section 𝒜. Let G be the heat current divided by a small temperature difference between two reservoirs, and define the apparent conductivity by

κ_app = (G/𝒜) L.

If the reservoirs feed the superlattice's own Bloch phonons without reflection, and nothing scatters these phonons, G does not depend on N. Then κ_app is proportional to L.

If the contacts are a different, homogeneous crystal, the statement becomes asymptotic:

G_N → G_∞ > 0, κ_app → (G_∞/𝒜) N d for large N.

At small N there are corrections, from tunnelling through frequency gaps and from interference between the two ends.

"Without scattering" does not mean that the internal interfaces reflect nothing. Their periodic reflections are what forms the Bloch waves. What must be absent is scattering of the Bloch waves themselves, by anharmonicity, rough interfaces or irregular layer thicknesses. The conductivity defined here describes the whole device between its reservoirs; it is not a local material property.

**Back-of-envelope argument**

A right-moving Bloch mode of wavenumber k carries energy ħω at velocity v = dω/dk. Per transverse channel, the modes in dk contribute v dk/2π = dω/2π to the flow: the velocity cancels the density of states. In the classical limit each mode's energy changes by k_B per kelvin, so a miniband of width Δν = Δω/2π contributes k_B Δν to G. The number of periods has dropped out.

For a simple cubic lattice of spacing a there is one transverse channel per area a² and polarization. With three equal polarizations,

G/𝒜 ≈ (3k_B/a²) × (total miniband width).

Take round model parameters: a = 0.30 nm, all springs K = 20 N/m, and alternating blocks of four layers with atomic masses m_A = 40 u and m_B = 60 u. The period is d = 8a = 2.4 nm and the temperature is 300 K. The frequency unit is √(K/m_A)/2π = 2.76 THz.

The total width can be guessed from the frequencies at which waves propagate in both materials. Let w be the angular frequency in units of √(K/m_A), and let s be the transverse spring term in units of K, which ranges from 0 to 8 with mean 4. The layer equation below shows that light layers carry waves for s < w² < s + 4 and heavy layers for s < 1.5w² < s + 4. At s = 4 the common window is 4 < w² < 5.33, or 2.00 < w < 2.31. Its width is 0.31 × 2.76 ≈ 0.86 THz. Since

3k_B/a² = 3 × 1.381×10⁻²³ / (9.0×10⁻²⁰) = 4.60×10⁻⁴ J/(K m²),

the guess is G/𝒜 ≈ 4.60×10⁻⁴ × 0.86×10¹² ≈ 4×10⁸ W/(m² K), or 400 MW/(m² K). It ignores gaps inside the window, narrow minibands outside it, the spread of s, quantum statistics and contact reflection.

**Heat current and conductance**

Now the controlled version. The lattice is harmonic and the transverse wavevector q is conserved. For each q and polarization, let T(ω) be the energy transmission between the reservoirs. With Bose occupations n_L and n_R, the net current is

J = ∫ dω/(2π) ħω T(ω) [n_L(ω) − n_R(ω)].

For a small temperature difference ΔT₀, n_L − n_R = (∂n/∂T₀)ΔT₀. Put x = ħω/(k_B T₀), so n = 1/(eˣ − 1). Since ∂x/∂T₀ = −x/T₀,

ħω ∂n/∂T₀ = k_B x² eˣ/(eˣ − 1)² = k_B h(x), h(x) = [(x/2)/sinh(x/2)]².

The last form uses eˣ − 1 = 2e^(x/2) sinh(x/2). There are 𝒜/a² transverse wavevectors. Writing ⟨…⟩ for their average,

G/𝒜 = (3k_B/a²) ⟨∫ dω/(2π) h(x) T(ω)⟩.

For small x, h → 1, which is the classical limit used above. For x > 0, h < 1, so the classical value overestimates G at given transmission.

With Bloch reservoirs the sample is a section of an infinite superlattice. A Bloch wave is an exact solution there, so it passes through any number of periods with T = 1. Each miniband j then gives

∫ dω/(2π) h(x), taken from its lower to its upper edge.

This contains the period structure but not N. The unit transmission was tested on explicit chains of one and four periods with Bloch-wave terminations.

**One period as a matrix**

For homogeneous contacts the transmission must be calculated. Let u_n be the displacement amplitude of layer n, with time factor e^(−iωt) and q measured in units of 1/a. The four in-plane neighbours contribute the force K(2cos q_x + 2cos q_y − 4)u_n = −K s u_n, where

s = 4 − 2cos q_x − 2cos q_y.

The equation of motion is therefore

−m_n ω² u_n = K(u_{n+1} + u_{n−1} − 2u_n) − K s u_n.

Dividing by K and solving for u_{n+1} gives

u_{n+1} = α_n u_n − u_{n−1}, α_n = 2 + s − m_n ω²/K.

In a uniform region u_n ∝ e^(±iθn) requires 2cos θ = α. Waves propagate when |α| < 2, which gives the frequency windows used in the estimate.

Each layer maps the pair (u_n, u_{n−1}) to (u_{n+1}, u_n) by a real matrix with rows (α_n, −1) and (1, 0) and determinant 1. The product over one period, P, is also real with det P = 1. Its eigenvalues multiply to 1, so in a miniband they are e^(±iφ), where φ is the Bloch phase per period:

cos φ = (P₁₁ + P₂₂)/2.

If the right-hand side exceeds 1 in magnitude, the eigenvalues are real and the frequency lies in a gap.

Let both contacts consist of light layers A, with phase θ per layer. Write the pair at the left boundary as

u₁ = a e^(iθ) + b e^(−iθ), u₀ = a + b.

Here a and b are the right- and left-moving amplitudes; this a is not the lattice spacing. Let W be the matrix with rows (e^(iθ), e^(−iθ)) and (1, 1). In the amplitude basis the period matrix is M = W⁻¹PW, with the same trace and determinant as P.

Because P is real, it maps real displacements to real displacements. Real displacements have b = a*. Thus (a, a*) must map to some (a′, a′*) for every a. Comparing the two rows gives M₂₂ = M₁₁* and M₂₁ = M₁₂*. The determinant then says

|M₁₁|² − |M₁₂|² = 1.

The mixing element follows by applying P to the second column of W and then the first row of W⁻¹, which is (1, −e^(−iθ))/(2i sin θ):

M₁₂ = [P₁₁e^(−iθ) + P₁₂ − e^(−iθ)(P₂₁e^(−iθ) + P₂₂)]/(2i sin θ).

Multiplying the bracket by e^(iθ) does not change its modulus and turns it into P₁₁ − P₂₂ + P₁₂e^(iθ) − P₂₁e^(−iθ). Adding the squares of real and imaginary parts,

|M₁₂|² = {[P₁₁ − P₂₂ + (P₁₂ − P₂₁)cos θ]² + (P₁₂ + P₂₁)² sin²θ}/(4 sin²θ).

**Transmission through N periods**

Every 2×2 matrix obeys its own characteristic equation, here M² = 2cos φ M − I. Define S_N = sin(Nφ)/sin φ. Then

M^N = S_N M − S_{N−1} I.

This holds for N = 1, because S₁ = 1 and S₀ = 0. If it holds for N, multiplication by M gives

M^(N+1) = S_N(2cos φ M − I) − S_{N−1}M = (2cos φ S_N − S_{N−1})M − S_N I.

The bracket is S_{N+1}, since sin((N+1)φ) + sin((N−1)φ) = 2cos φ sin(Nφ). Hence the formula holds for all N, and the off-diagonal element is (M^N)₁₂ = S_N M₁₂.

Send in amplitude 1 from the left, with reflected amplitude r and nothing incoming from the right. Let Q = M^N. The outgoing pair is (t, 0) = Q(1, r). Its second row gives r = −Q₂₁/Q₂₂, and its first row gives

t = Q₁₁ − Q₁₂Q₂₁/Q₂₂ = 1/Q₂₂,

because det Q = 1. The contacts are identical, so T_N = |t|². Also |Q₂₂|² = 1 + |Q₁₂|², by the same reality argument as for M. Therefore

T_N = 1/[1 + |M₁₂|² sin²(Nφ)/sin²φ].

In a gap, |cos φ| = cosh η with η > 0, and the ratio of squared sines becomes sinh²(Nη)/sinh²η. For Nη ≫ 1,

T_N ≈ (4 sinh²η/|M₁₂|²) e^(−2Nη).

The full formula agreed with Green functions of explicit chains of one, two and five periods, in minibands and in gaps.

If the two masses are equal, M is diagonal, M₁₂ = 0 and T_N = 1: the uniform crystal is recovered.

**Why the integrated conductance becomes constant**

At a fixed miniband frequency, T_N generally keeps oscillating with N. The exceptions are isolated frequencies with M₁₂ = 0, where T_N = 1 for every N. The constant appears after integration over frequency. Put A = |M₁₂|²/sin²φ and expand the transmission as a Fourier series in the phase X = Nφ:

1/(1 + A sin²X) = c₀ + Σ_{m≠0} c_m e^(2imX).

The coefficients depend on frequency but not on N. For given ω and q there are just two Bloch solutions, φ and −φ. Thus no value of ω occurs twice for 0 < φ < π within a miniband, and φ varies monotonically across it. Terms with m ≠ 0 therefore contain an ever faster oscillation e^(2imNφ(ω)), and their integrals vanish as N → ∞. What remains is the phase average

T̄ = c₀ = (1/π)∫₀^π dX/(1 + A sin²X).

Substitute y = tan X. Then sin²X = y²/(1+y²) and dX = dy/(1+y²), and one period of the integrand covers −∞ < y < ∞:

T̄ = (1/π)∫ dy/[1 + (1+A)y²] = 1/√(1+A).

Inserting A,

T̄ = |sin φ|/√(sin²φ + |M₁₂|²) in a miniband, and T̄ = 0 in a gap.

Replacing T by T̄ in the conductance formula gives G_∞. It is positive because there are minibands that overlap the frequency range of the contacts.

**Two contacts, not N interfaces**

The average T̄ has a direct meaning. Consider a single junction between a lead and a semi-infinite superlattice. The amplitudes (1, r) must form the Bloch eigenvector that carries energy away:

M₁₁ + M₁₂ r = e^(±iφ),

with the sign fixed by |r| < 1. Since Re M₁₁ = cos φ, write M₁₁ = cos φ + iY. The determinant condition gives Y² = sin²φ + |M₁₂|². With S = |sin φ|, the solution with |r| < 1 has

|r| = (|Y| − S)/|M₁₂|.

Now |M₁₂|² = Y² − S² = (|Y| − S)(|Y| + S), so

|r|² = (|Y| − S)/(|Y| + S), t_c = 1 − |r|² = 2S/(|Y| + S).

Here t_c is the energy transmission of one contact. Complex conjugation of the eigenvector gives the same value for the other end. Adding intensities over all internal round trips between two such contacts yields

t_c²[1 + (1−t_c)² + (1−t_c)⁴ + …] = t_c²/[1 − (1−t_c)²] = t_c/(2 − t_c).

Substituting t_c gives 2S/(2|Y|) = S/|Y| = T̄. The phase-averaged miniband transmission, which determines the large-N limit, is therefore that of two contacts and contains no factor for the number of periods between them. This relation was also tested with numerically computed Bloch eigenvectors.

**The opposite case: phase lost between interfaces**

Suppose instead that the phase is erased between neighbouring interfaces, while energy and q are kept. Two elements with transmissions T₁, T₂ and reflections R₁, R₂ then combine as T₁₂ = T₁T₂/(1 − R₁R₂). Using T_i = 1 − R_i,

(1 − T₁₂)/T₁₂ = (R₁T₂ + R₂T₁)/(T₁T₂) = R₁/T₁ + R₂/T₂.

The quantity (1−T)/T is additive. The sample has 2N light–heavy interfaces, because its first light block continues the lead. If each transmits a fraction τ,

T_inc = 1/[1 + 2N(1−τ)/τ].

To find τ, let θ_A and θ_B be the phases per layer. The waves on both sides must give the same displacement on the two layers next to the interface. With transmitted amplitude c,

1 + r = c, e^(iθ_A) + r e^(−iθ_A) = c e^(iθ_B).

Eliminating c gives |r|² = sin²[(θ_B−θ_A)/2]/sin²[(θ_B+θ_A)/2]. Since the difference of those two squared sines is sin θ_A sin θ_B,

(1−τ)/τ = sin²[(θ_B−θ_A)/2]/(sin θ_A sin θ_B).

For large N, T_inc ∝ 1/N: G falls as 1/N and κ_app saturates. The approach is slow for long waves. At s = 0 and small ω, θ_B/θ_A = √1.5, and (1−τ)/τ ≈ (√1.5 − 1)²/(4√1.5) ≈ 0.010. Even 64 interfaces add only 0.66 to the denominator. This comparison sets T_inc to zero where the heavy layers are evanescent, so it omits tunnelling.

**Comparison with the numbers**

The calculated miniband width, averaged over q, is 0.651 THz. The improved classical estimate is

G/𝒜 = 4.60×10⁻⁴ × 0.651×10¹² W/(m² K) ≈ 300 MW/(m² K).

The window guess of 400 MW/(m² K) was a third too high. Including quantum statistics at 300 K lowers 300 to 286 MW/(m² K), a reduction of 5%. This is the Bloch-reservoir result, valid for every N.

Light-crystal contacts lower the large-N limit to 186 MW/(m² K), or 65% of the Bloch-reservoir value. Part of the loss is reflection, T̄ < 1; part comes from miniband frequencies at which the lead has no propagating wave.

For finite samples between these leads the calculation gives:

N = 1: G/𝒜 = 259 MW/(m² K), κ_app = 0.62 W/(m K)
N = 4: G/𝒜 = 194 MW/(m² K), κ_app = 1.86 W/(m K)
N = 8: G/𝒜 = 188 MW/(m² K), κ_app = 3.60 W/(m K)
N = 32: G/𝒜 = 186 MW/(m² K), κ_app = 14.3 W/(m K)

The last value follows from 186×10⁶ × 76.8×10⁻⁹ ≈ 14.3. Relative to G_∞, the conductance is 39% high at one period, 4% high at four and about 1% high at eight. From 8 to 32 periods κ_app grows as L to the power 0.993. A coarser integration grid changes G_∞ and G₃₂ by less than 0.1%, so the still smaller deviation at 32 periods should not be read more finely.

Two frequencies at q = 0 show what integration conceals. At 2.6481 THz, in a miniband, cos φ = −0.9486 and |M₁₂|² = 0.0750. Then sin²φ = 0.1002 and

T̄ = √[0.1002/(0.1002 + 0.0750)] = 0.756.

The individual values do not settle there: T_N is 0.93, 0.57, 0.82, 0.62 and 0.69 for N = 1, 5, 8, 16 and 32. At 2.7565 THz, in a gap, T_N falls from 0.94 at one period to 0.069 at eight and 4×10⁻⁷ at 32. A thin sample passes heat at frequencies that a thick one blocks. This is a positive contribution to the excess conductance at small N; its share relative to the miniband interference correction was not separated.

With phases erased, G/𝒜 falls from 259 MW/(m² K) at one period to 37 at 32 periods. The conductivity then is 2.8 W/(m K), a fifth of the coherent value, and it approaches 3.7 W/(m K) in very thick samples. For these parameters the coherent and phase-erased conductances at one period agree within 0.1%, so the total conductance of a single period does not distinguish the two pictures here, although their transmissions at individual frequencies differ.

**What linear growth does and does not show**

A uniform light crystal without scattering also has constant conductance, 1037 MW/(m² K) in this model, and hence an apparent conductivity proportional to thickness. Linear growth alone is thus no proof of Bloch waves. Nor does it prove ballistic transport: if a large, fixed contact resistance dominates, G is nearly constant and κ_app grows linearly even when phonons scatter inside the sample. Linear growth shows only that the resistance proportional to thickness is small compared with the constant part. The superlattice differs in its slope, here 5.6 times smaller, because minibands and contacts restrict the transmitted spectrum.

The growth cannot continue without limit in a sample with bulk scattering. If that scattering adds a resistance proportional to thickness, with bulk conductivity κ_b, to the constant coherent resistance R₀ = 𝒜/G_∞ for unit area, then

κ_app = L/(R₀ + L/κ_b).

For L ≪ R₀κ_b this is L/R₀, the linear law; for L ≫ R₀κ_b it tends to κ_b. This series addition is a simple interpolation, not a result of the harmonic model. It assumes scattering that destroys phase memory, such as anharmonicity. Flat layers of irregular thickness in an otherwise harmonic sample need not follow it, because interference can make their resistance grow faster than thickness. The model also leaves out elastic anisotropy and the mixing of polarizations, so its numbers illustrate the mechanism and do not predict a particular material. The complete values are in the numerical output below.

Computed results

```
Spring constant: 20.0 N/m
Layer masses: 40, 60 u
Layer spacing: 0.30 nm
Layers per block: 4
Superlattice period: 2.40 nm
Temperature: 300 K
Frequency unit sqrt(K/mA)/(2 pi): 2.7617 THz
Mean summed miniband width: 0.6514 THz
Classical miniband estimate G/area: 299.78 MW/(m^2 K)
Bloch-reservoir G/area: 285.68 MW/(m^2 K)
Homogeneous-lead limit G/area: 185.91 MW/(m^2 K)
Uniform light crystal G/area: 1036.85 MW/(m^2 K)
Coherent: N, L [nm], G/area [MW/(m^2 K)], kappa [W/(m K)], G deviation [%]
 1    2.4   259.01    0.622   39.323
 2    4.8   213.33    1.024   14.749
 4    9.6   193.93    1.862    4.313
 8   19.2   187.64    3.603    0.930
16   38.4   186.19    7.150    0.150
32   76.8   185.94   14.280    0.018
Phase erased: N, G/area [MW/(m^2 K)], kappa [W/(m K)]
 1   258.86    0.621
 2   200.75    0.964
 4   145.72    1.399
 8    98.78    1.897
16    62.47    2.399
32    36.97    2.840
Phase-erased kappa at N=20000: 3.669 W/(m K)
Coherent thickness exponent, N=8 to 32: 0.99345
Grid change, limiting G: 0.059 %
Grid change, G at N=32: 0.074 %
Miniband example at q=0: frequency 2.6481 THz, cos(phi) -0.94857, |M12|^2 0.07498
  T at N=1,2,4,5,8,16,32: 0.93, 0.787, 0.592, 0.572, 0.824, 0.62, 0.691
  Phase-averaged T: 0.75632
Gap example at q=0: frequency 2.7565 THz, cos(phi) -1.03175, |M12|^2 0.06451
  T at N=1,2,4,5,8,16,32: 0.939, 0.785, 0.417, 0.277, 0.0692, 0.00129, 4.14e-07
  Phase-averaged T: 0.00000
```
